# Bootstrap and Curvature Intervals for Film Thickness Near Zero

## The measurement and the question

A silicon wafer has been stripped of its oxide, and a photoemission map is taken to see how much oxide remains. In each pixel the detector counts electrons in the energy window of oxidized silicon. Some counts arrive even from a bare surface, because the tail of the elemental silicon peak reaches into the window. If a pixel gives 14 counts where a bare surface gives 20 on average, the best physical estimate of the thickness is zero. The uncertainty is not zero, and an interval must express it.

The usual symmetric interval takes its width from the curvature of the log-likelihood at the estimate. This presumes an interior maximum, which a thickness estimate of zero need not be. The parametric bootstrap replaces the curvature by simulated data, but the outcome depends on the thickness at which the data are simulated and on how the simulated estimates are used.

## Model and estimate

Let $d\ge 0$ be the thickness, $L$ the effective attenuation length of the electrons, and $S$ the mean count from a very thick oxide. The substrate contribution $b$ is attenuated by the film while the oxide contribution grows. If both have the same attenuation length, the mean count is

$$m(d)=b\,e^{-d/L}+S\left(1-e^{-d/L}\right)=b+A\left(1-e^{-d/L}\right),\qquad A=S-b .$$

The count $n$ is Poisson distributed with this mean, and $b$, $A$ and $L$ are taken as known. Up to a constant, the log-likelihood and its slope are

$$l(d)=n\ln m-m,\qquad l'(d)=m'\left(\frac{n}{m}-1\right),\qquad m'=\frac{A}{L}e^{-d/L}>0 .$$

For $n\le b$ the slope is negative at every $d>0$, since $m>b\ge n$ there. The maximum over physical thicknesses is then at zero. For $b<n<b+A$ the slope vanishes where $m=n$. Hence

$$\hat d=\begin{cases}0, & n\le b,\\ -L\ln\left[1-(n-b)/A\right], & b<n<b+A,\end{cases}\qquad m(\hat d)=\max(n,b).$$

Counts of $b+A$ or more give no finite estimate; they have negligible probability for the thin films treated here.

## The curvature interval

Differentiating $l'=nm'/m-m'$ once more and changing the sign gives the observed information

$$-l''=\frac{n\,m'^2}{m^2}+m''\left(1-\frac nm\right),\qquad m''=-\frac{m'}{L}.$$

Averaging over $n$, whose mean is $m$, removes the second term and leaves the expected information $I(d)=m'^2/m$. At an interior estimate $n=m$, so the two agree. At the boundary they differ when $n<b$. The symmetric interval used below is

$$\hat d\pm \frac{z}{\sqrt{I(\hat d)}},\qquad z=1.960,$$

for a nominal confidence of 95 %. At $d=0$ the corresponding standard deviation is

$$\sigma_0=\frac{1}{\sqrt{I(0)}}=\frac{\sqrt b\,L}{A}.$$

Cutting off the negative part of an interval does not alter its coverage, because the true $d$ is never negative. Coverage means the fraction of repeated counts, at fixed $d$, whose interval contains $d$.

## Two bootstraps simulated at the estimate

Draw new counts $N^*$ from a Poisson distribution of mean $m(\hat d)$ and compute an estimate $\hat d^*$ from each. Let $q_{lo}$ and $q_{hi}$ be the 2.5 % and 97.5 % quantiles of $\hat d^*$. Two intervals can be formed:

- percentile: $[\,q_{lo},\,q_{hi}\,]$;
- basic: $[\,2\hat d-q_{hi},\,2\hat d-q_{lo}\,]$.

The second treats $\hat d^*-\hat d$ as a copy of $\hat d-d$ and solves for $d$. Since the estimate never decreases with the count, the quantiles of $\hat d^*$ are the estimates belonging to the quantiles of $N^*$. The limit of infinitely many resamples therefore needs no simulation.

### The limit of large counts

Let $b$ and $A$ grow in fixed ratio, with $\delta=d/\sigma_0$ held fixed. Define $x=(n-b)/\sqrt b$. For $d\ll L$ the mean of $x$ is $Ad/(L\sqrt b)=\delta$. The first correction to this mean has size $\delta^2\sigma_0/(2L)$, which vanishes as $1/\sqrt b$. The variance is $m/b\simeq 1+\delta/\sqrt b$, which tends to one. Thus $x$ becomes normal with mean $\delta$ and unit variance, and the estimate in units of $\sigma_0$ becomes $\hat x=\max(0,x)$.

The bootstrap draws a normal variable of mean $\hat x$ and sets negative values to zero. Its quantiles are $\max(0,\hat x-z)$ and $\hat x+z$. This is the curvature interval $\hat x\pm z$ with its negative part removed, so both have the same coverage. They contain $\delta$ when

$$\delta-z\le \max(0,x)\le\delta+z .$$

The right inequality means $x\le\delta+z$, with probability $\Phi(z)$, where $\Phi$ is the normal distribution function. The left one holds for every $x$ if $\delta\le z$; otherwise it requires $x\ge\delta-z$, which fails with probability $\Phi(-z)$. Therefore

$$C_{\rm curv}=C_{\rm perc}=\begin{cases}\Phi(z)=97.5\,\%, & \delta\le z,\\ 2\Phi(z)-1=95\,\%, & \delta>z.\end{cases}$$

In this limit the percentile bootstrap gains nothing over the curvature.

For the basic interval the lower end is $2\hat x-(\hat x+z)=\hat x-z$. The upper end is

$$2\hat x-\max(0,\hat x-z)=\min(2\hat x,\ \hat x+z).$$

A value $\delta>0$ is contained when $\hat x\le\delta+z$ and $\hat x\ge\max(\delta/2,\delta-z)$. The last bound is positive, so $\hat x$ may be replaced by $x$. Subtracting the mean $\delta$ turns the bound into $-\min(\delta/2,z)$, and

$$C_{\rm basic}=\Phi(z)-\Phi\left[-\min(\delta/2,z)\right],\qquad \delta>0 .$$

As $\delta\to0^+$ this tends to $97.5-50=47.5\,\%$. At $\delta=0$ itself the upper end is never below the truth, and the coverage is 97.5 %. The jump comes from the half of all data with $x\le0$: their upper end is zero, which is right for a bare surface and wrong for any film. The 95 % level returns at $\delta=2z$.

These limits were compared with explicit Poisson sums at $b=2\times10^5$, $A=3\times10^6$, for eight values of $\delta$ from 0 to 5. The largest difference in coverage was 0.0003.

## A bootstrap simulated at each candidate thickness

The remedy is to simulate under the thickness being judged. Define

$$t(n;d)=2\left[l(\hat d)-l(d)\right]\ge0,$$

which is large when $d$ explains the count much less well than the best physical thickness. The algorithm is as follows.

1. Choose a grid of candidates $d\ge0$.
2. At each candidate draw $B$ counts of mean $m(d)$ and compute their values $t^*$, estimating the thickness afresh for each.
3. Form $p=\left(1+\#\{t^*\ge t\}\right)/(B+1)$ and keep the candidate if $p>\alpha=0.05$.
4. Report the interval from the smallest to the largest kept value, widened by one grid step at each end and cut at zero.

The guarantee holds for finite $B$. At the true $d$, the observed $t$ and the $B$ simulated values are independent draws from one distribution, so each is equally likely to take any place in the list. Let $k$ be the integer part of $\alpha(B+1)$. Rejection means that at most $k$ of the $B+1$ values, counting $t$ itself, are as large as $t$. At most $k$ members of a list can have this property: the smallest member that has it is equalled or exceeded by all the others that have it. The probability of rejection is therefore at most $k/(B+1)\le\alpha$, ties included. Filling gaps between kept values can raise the coverage but not lower it.

The proof applies to a true thickness on the grid. Between nodes the grid adds a resolution error, which has to be examined numerically.

In the Gaussian limit, $t=(x-\delta)^2$ for $x\ge0$, and

$$t=(x-\delta)^2-x^2=\delta^2-2\delta x,\qquad x<0 .$$

A very negative $x$ makes $t$ large for every $\delta>0$, so the interval shrinks towards zero as the count falls. This does not signal a more precise measurement. It is how the procedure distributes a fixed error rate over all possible counts.

## Worked example

Take $L=3$ nm, $b=20$ and $A=300$ counts. Then

$$m'(0)=\frac{300}{3\ \rm nm}=100\ \mathrm{nm^{-1}},\qquad \sigma_0=\frac{\sqrt{20}}{100}\ \mathrm{nm}=0.0447\ \mathrm{nm},\qquad z\sigma_0=0.0877\ \mathrm{nm}.$$

For $n=24$ the estimate is $-3\ln(1-4/300)=0.0403$ nm. The slope there is $296/3=98.7$ nm$^{-1}$, so the half-width is $1.960\sqrt{24}/98.7=0.0973$ nm. For $n=14$ the estimate is zero. The physical parts of the intervals, in nm, are:

| Method | $n=14$ | $n=24$ |
|---|---|---|
| Curvature | 0 to 0.088 | 0 to 0.138 |
| Percentile | 0 to 0.091 | 0 to 0.143 |
| Basic | 0 to 0 | 0 to 0.081 |
| Inverted test | 0 to 0.046 | 0 to 0.158 |

The test intervals use a grid of step 0.001 nm up to 0.6 nm, with $p$ obtained by summing Poisson probabilities, which is the limit of large $B$. For $n=14$ the basic interval collapses to a point and claims a bare surface without any uncertainty.

Using the observed information at the boundary has a defect of its own. For $n=14$ it is

$$\frac{14\times100^2}{20^2}-\frac{100}{3}\left(1-\frac{14}{20}\right)=350-10=340\ \mathrm{nm^{-2}},$$

against an expected value of $100^2/20=500$ nm$^{-2}$. The upper end moves out to 0.106 nm, so fewer counts allow a thicker film. For $n=0$ or 1 the observed information is negative and defines no interval.

### Coverage at these counts

The coverage follows from an explicit sum,

$$C(d)=\sum_n \frac{m^n e^{-m}}{n!}\,\left[\,lo(n)\le d\le hi(n)\,\right],$$

where the bracket is one if the statement is true and zero otherwise. There is no sampling noise. In per cent:

| $d$ (nm) | Curvature | Percentile | Basic | Test |
|---|---|---|---|---|
| 0 | 99.2 | 98.7 | 99.5 | 96.6 |
| 0.01 | 99.1 | 97.6 | 52.3 | 96.3 |
| 0.05 | 99.1 | 97.8 | 67.4 | 95.4 |
| 0.10 | 94.9 | 94.2 | 82.7 | 95.6 |
| 0.15 | 95.1 | 94.5 | 88.2 | 95.8 |
| 0.30 | 94.9 | 94.4 | 93.8 | 95.5 |

On a scan in steps of 0.001 nm up to 0.3 nm, the basic interval is worst at the first step above zero, with 44.5 %. This is below the limiting 47.5 % because the count $n=20$ itself gives a zero estimate, so more than half of the data do so: 55.0 % of the intervals lie below the truth, while only 0.5 % lie above it. As $d\to0^+$ the coverage tends to 43.6 %.

The curvature interval is conservative near zero and falls to 93.1 % at 0.088 nm. There the film has just passed the upper end shared by all counts $n\le20$. The mean is $m(0.088\ \mathrm{nm})=28.67$, so a count of 20 lies $8.67/\sqrt{28.67}=1.62$ standard deviations below it. With the variance of the bare surface the distance would be $8.67/\sqrt{20}=1.94$. The growth of the variance with thickness thus makes these misses more frequent than the Gaussian limit predicts.

The same effect explains the basic result at 0.15 nm, where the limit formula gives 92.8 % and the sum 88.2 %. The upper end $2\hat d$ misses when $\hat d<0.075$ nm, that is, when $n<27.4$, while the mean is 34.6. The distance is $7.2/\sqrt{34.6}=1.2$ standard deviations instead of $7.2/\sqrt{20}=1.6$. The normal tail is then about 11 % instead of 5 %. Misses on the other side fall from 2.5 % to 0.8 %, which offsets part of this loss.

The percentile interval also has a minimum of 93.1 %, at 0.102 nm. The inverted test stays at or above 95 % at all nodes of the scan, and its lowest value midway between nodes rounds to 95.0 %. With $B=199$ resamples at $d=0.05$ nm, the probability of keeping the true thickness as a candidate, summed over counts and over the binomial number of exceedances, is 95.5 %. A simulation of 20,000 data sets gives 95.6 %.

The price is modest at this thickness. The mean physical width at 0.05 nm is 0.164 nm for the test and 0.152 nm for the curvature interval, an increase of 8 %. The basic interval averages 0.103 nm, but its shortness accompanies its failure to cover.

## Dwell time and systematic error

Both $b$ and $A$ are proportional to dwell time, so at fixed flux $\sigma_0$ falls as its inverse square root. In the Gaussian limit the basic interval recovers when $d\ge2z\sigma_0$. For $d=0.10$ nm the required increase in dwell is

$$\left(\frac{2\times0.0877}{0.10}\right)^2\simeq3.1 .$$

At the unrounded factor 3.07 the explicit sum gives 93.3 % (93.1 % at 3.1 and 94.1 % at 3.2, because counts are discrete), up from 82.7 % but still short of nominal, since the counts remain finite.

Longer dwell does not reduce errors in the model. Suppose the sample carries 0.3 nm of carbon that was absent when $b$ and $A$ were calibrated, and give carbon the same attenuation length. All counts are multiplied by $e^{-0.1}=0.905$. At $d=0.10$ nm the mean drops from 29.8 to 27.0, equivalent to $-0.029$ nm. The coverage becomes 89.6 % for the curvature interval and 92.7 % for the test. The guarantee of the test fails because the simulations no longer share the distribution of the data.

With ten times the dwell, the curvature interval covers 95.0 % without carbon and 58 % with it. The reason can be read from the counts. The interval reaches 0.10 nm only for $n\ge267$, while the mean with carbon is 270, so little more than half of the data qualify.

## The model and a real map

An attenuation length near 3 nm is a rough value for silicon 2p electrons in oxide, excited by a common laboratory X-ray source and leaving along the surface normal. Elastic scattering is absorbed into this effective length. The counts are chosen for a fast map pixel and are far below those of an ordinary spectrum. Thicknesses below one monolayer, roughly 0.3 nm, are area averages and not the height of a continuous film. On real silicon much of such a layer is suboxide, whose chemical shift is smaller, so it may put only part of the thick-oxide signal into the window. The model assumes the full signal. At 0.10 nm a share of 75 % would shift the apparent thickness by $-0.027$ nm and give coverages of 90.2 % (curvature) and 93.1 % (test); a share of 50 % would give $-0.054$ nm, 79.2 % and 84.8 %. The sensitivity to carbon belongs to counting in a single window; it largely cancels when the ratio of the oxide and substrate peaks is used.

At 0.10 nm the carbon layer has a larger effect than each of four further departures, which shift the apparent thickness as follows (the analysis keeps $b=20$, $A=300$ and $L=3$ nm, and the true mean is changed):

- a bare reference measured with ten times the dwell, and one standard deviation below the true bare mean: $+0.014$ nm;
- a true attenuation length 10 % above the assumed one: $-0.009$ nm;
- a flux 2 % higher than at calibration: $+0.006$ nm;
- oxide gathered in islands 0.35 nm high: $-0.004$ nm.

With the signs given, each of these four leaves the coverage of both the curvature interval and the test between 93.9 % and 95.6 % at the original dwell. The sign matters: if the bare reference is one standard deviation too high instead (assumed 20, true 18.6), the curvature interval covers 93.2 %. Such figures depend on where the integer counts fall: with an assumed 21.4 and a true 20 it covers 90.9 %. Detector dead time of 100 ns, with a dwell of 0.1 s and considering only the counts in this window, removes a fraction $3\times10^{-5}$. Separating overlapping peaks by a fit would add unknown parameters, whose effect is not included.

Of the four intervals compared for this model, only the one that tests each candidate thickness under its own count distribution keeps its coverage from falling below nominal at the grid thicknesses from 0 to 0.3 nm. This holds for an exact calibration with no unaccounted surface carbon. Errors in the calibration can take the coverage below nominal, as the carbon example shows.
